# Uncertainty of Contact Resistivity from Transmission-Line Fits: Weighting and Bootstrap

Before a contact resistivity from a transmission-line measurement goes into a device calculation, or is used to choose between two silicide processes, someone must decide whether it is a value with an error bar or only an upper limit. The straightness of the fitted line does not settle this. The contact enters through the intercept, and when the intercept is small, errors of half a percent in width can become errors of tens of percent in resistivity.

## What the line measures

A semiconducting sheet of sheet resistance $R_s$ and width $W$ runs under a metal contact of length $L_c$. The metal is taken as an equipotential at zero voltage, and the interface has specific contact resistivity $\rho_c$, in $\Omega\,\mathrm{m^2}$. Let $x$ run from the front edge of the contact inward, let $V(x)$ be the sheet voltage and $I(x)$ the current still in the sheet. Ohm's law along the sheet and current loss through the interface give

$$\frac{dV}{dx}=-\frac{R_s}{W}I,\qquad \frac{dI}{dx}=-\frac{W}{\rho_c}V .$$

Differentiating the first equation and inserting the second,

$$\frac{d^2V}{dx^2}=\frac{V}{L_T^2},\qquad L_T=\sqrt{\rho_c/R_s}.$$

No current leaves the far end, so $V'(L_c)=0$ and $V=V_0\cosh[(L_c-x)/L_T]/\cosh(L_c/L_T)$. The entering current is $I(0)=-(W/R_s)V'(0)=(WV_0/R_sL_T)\tanh(L_c/L_T)$, and therefore

$$R_c=\frac{V_0}{I(0)}=\frac{R_sL_T}{W}\coth\frac{L_c}{L_T}.$$

For $L_c\gg L_T$ the coth is 1. A strip with two identical long contacts separated by a gap $d$ then has resistance $R=(R_s/W)(d+2L_T)$. Multiplying by the width gives a straight line:

$$y\equiv RW=A+Bd,\qquad B=R_s,\qquad A=2R_sL_T .$$

Since $A^2=4R_s^2L_T^2=4R_s\rho_c$,

$$\rho_c=\frac{A^2}{4B},\qquad L_T=\frac{A}{2B}.$$

Two model errors can be read off at once. If the contact is not long, $A$ contains the coth and this formula overestimates $\rho_c$ by the factor $\coth^2(L_c/L_T)$, an excess of 7.6% at $L_c=2L_T$. If a reaction such as silicide formation changes the sheet resistance under the contact to $R_k$, then $A=2\sqrt{R_k\rho_c}$ for long contacts, while the slope still gives $R_s$. The formula then returns $\rho_cR_k/R_s$. Neither error bends the line.

The model has two further limits, and both tighten as $L_T$ shrinks. First, any resistance $r$ in series with every strip adds $Wr$ to $A$ and multiplies the fitted $\rho_c$ by $(1+Wr/A)^2$; for $W=100$ µm and $A=20\ \Omega\,\mu$m, $r=0.02\ \Omega$ gives 1.21. The metal itself is such a resistance when current and voltage are both taken at the back of the pad: a metal sheet resistance $R_m$ adds about $2R_mL_c$ to $A$, so the equipotential assumption then needs $R_mL_c\ll R_sL_T$. Second, the sheet must be thin compared with $L_T$. Vertical current flow in the layer makes the formula overestimate $\rho_c$ by several percent when the thickness is half of $L_T$ and by tens of percent when the two are equal. These errors also leave the line straight, and they are not included in the error budget below.

## Two gaps by hand

The example uses round model parameters: $R_s=100\ \Omega$ per square, $W=100$ µm and $L_c=50$ µm. Each gap has its own strip. Two simulated data sets have true transfer lengths of 1 µm and 0.1 µm, with the same geometry and the same random errors. Take only the shortest and longest gaps, with lengths in µm:

| $d$ | $W$ | $R$ for $L_T=1$ | $R$ for $L_T=0.1$ |
|---|---|---|---|
| 4.89 | 100.14 | 7.000 Ω | 5.200 Ω |
| 39.84 | 100.28 | 41.980 Ω | 40.180 Ω |

For the first contact,

$$y_1=7.000\times100.14=701.0,\qquad y_2=41.980\times100.28=4209.8\ \Omega\,\mu\mathrm m,$$

$$B=\frac{4209.8-701.0}{39.84-4.89}=100.4\ \Omega,\qquad A=701.0-100.4\times4.89=210\ \Omega\,\mu\mathrm m .$$

The true intercept is $2\times100\times1=200\ \Omega\,\mu$m, so the error is 5% of the true value. The same steps for the second contact give $y_1=520.7$, $y_2=4029.3$ and $A=30\ \Omega\,\mu$m, where the truth is 20. The absolute error is again about $10\ \Omega\,\mu$m, but it is now half of the true intercept, and $\rho_c$ contains the square of the intercept.

**Errors of the two points.** Let the measured quantities be $R+r$, $W(1+\epsilon)$ and $d+e$, with independent Gaussian errors of standard deviations $\sigma_R=0.02\ \Omega$, $u_w=0.5\%$ and $\sigma_d=0.05$ µm. To first order the measured product is $y+Wr+y\epsilon$. Its distance from the true line, evaluated at the measured gap, is

$$(y+Wr+y\epsilon)-A-B(d+e)=Wr+y\epsilon-Be ,$$

so the effective variance is

$$\sigma_i^2=(W_i\sigma_R)^2+(y_iu_w)^2+(B\sigma_d)^2 .$$

For the first contact the short gap has contributions of 2.0, 3.5 and $5.0\ \Omega\,\mu$m, which combine in quadrature to $\sigma_1=6.4$. The long gap has 2.0, 21.0 and 5.0, giving $\sigma_2=21.7$. Its width error dominates because the error is proportional to $y$.

**Where the line must be known.** Small changes of $A$ and $B$ alter the resistivity by

$$\delta\ln\rho_c=\frac{2\,\delta A}{A}-\frac{\delta B}{B}
=\frac2A\left(\delta A-\frac{A}{2B}\delta B\right)
=\frac{\delta A-L_T\,\delta B}{A/2}.$$

The numerator is the error of the fitted line at $d=-L_T$. The height of the line there is $A-BL_T=A/2$, which is the denominator. The relative error of $\rho_c$ is therefore the relative error of the line at $d=-L_T$, a point outside the data on the far side of the intercept. The factor 2 from squaring $A$ and the correlation between slope and intercept are both included.

A line through two points has at $-L_T$ the value $h_1y_1+h_2y_2$, with

$$h_1=\frac{d_2+L_T}{d_2-d_1},\qquad h_2=-\frac{d_1+L_T}{d_2-d_1}.$$

With the fitted $L_T=1.05$ µm, $h_1=1.17$ and $h_2=-0.17$. The error of the line is

$$\sqrt{(1.17\times6.4)^2+(0.17\times21.7)^2}\approx8.4\ \Omega\,\mu\mathrm m,$$

which is 8% of the height $A/2=105$. For the second contact $\sigma_1=6.0$, $\sigma_2=20.9$, $h_1=1.14$ and $h_2=-0.14$. The line error is $7.5\ \Omega\,\mu$m, slightly smaller than before, but the height is only 15, so the relative error is 50%. The line is determined about equally well in both cases. What has shrunk is the quantity being sought.

## Many gaps: the weighted fit

With more than two gaps, give each point the weight $w_i=1/\sigma_i^2$ and define

$$S=\sum_iw_i,\quad \bar d=\frac1S\sum_iw_id_i,\quad \bar y=\frac1S\sum_iw_iy_i,\quad Q=\sum_iw_i(d_i-\bar d)^2 .$$

Write the line as $c+B(d-\bar d)$ and minimize $\chi^2=\sum_iw_i[y_i-c-B(d_i-\bar d)]^2$. Because $\sum_iw_i(d_i-\bar d)=0$, the two conditions separate:

$$c=\bar y,\qquad B=\frac1Q\sum_iw_i(d_i-\bar d)(y_i-\bar y),\qquad A=c-B\bar d .$$

With $\mathrm{var}\,y_i=1/w_i$, understood as the effective variance, and weights treated as fixed,

$$\mathrm{var}\,c=\sum_i\frac{w_i^2}{S^2}\frac1{w_i}=\frac1S,\qquad
\mathrm{var}\,B=\sum_i\frac{w_i^2(d_i-\bar d)^2}{Q^2}\frac1{w_i}=\frac1Q,$$

$$\mathrm{cov}(c,B)=\frac1{SQ}\sum_iw_i(d_i-\bar d)=0 .$$

At $d=-L_T$ the line is $c-B(\bar d+L_T)$. Its variance is the sum of two terms, and division by the squared height $(BL_T)^2$ gives

$$u_{\rm fit}^2=\frac{1}{(BL_T)^2}\left[\frac1S+\frac{(\bar d+L_T)^2}{Q}\right].$$

The first term is the error of the line at the centroid of the data. The second is the slope error multiplied by the extrapolation distance.

The weights contain $B$ and $y_i$, so they are found by iteration: fit without weights, compute $\sigma_i$ from the fitted line, refit, and repeat until the line settles. Fitted values of $y_i$ are used because a point that happened to be measured low would otherwise be assigned a smaller width error and too much weight. A change in a weight affects the fit through its product with a residual. Near a true straight line both factors are small, so the product is of second order and does not alter $u_{\rm fit}$ at leading order. In a numerical test, derivatives of the complete iterated fit agree with this error formula.

For all six gaps and the first contact, the fit gives $A=210\ \Omega\,\mu$m, $\bar d=12.0$ µm, $1/\sqrt S=4.03\ \Omega\,\mu$m and $1/\sqrt Q=0.468\ \Omega$. Hence

$$u_{\rm fit}=\frac{\sqrt{4.03^2+(13.05\times0.468)^2}}{105.2}=\frac{7.32}{105.2}=7.0\%.$$

For the second contact the numerator is 6.5 and the height is 15.0, giving 44%.

## Errors shared by all strips

Lithography can also shift every gap by the same amount, or a calibration can scale every width. Neither error averages out over the strips.

If every measured width is multiplied by $1+\eta$, every $y_i$ is too. Then $A$ and $B$ both scale by $1+\eta$, and $A^2/(4B)$ scales by $1+\eta$. A common width error of 1% gives a resistivity error of 1%, whatever the size of the intercept.

If every measured gap is too large by $\delta$, then $y=A+B(d_{\rm meas}-\delta)$. The slope is unchanged and the intercept becomes $A-B\delta$, so

$$\frac{\rho_{\rm fit}}{\rho_c}=\left(1-\frac{B\delta}{A}\right)^2=\left(1-\frac{\delta}{2L_T}\right)^2\approx1-\frac{\delta}{L_T}.$$

An offset of 0.1 µm at $L_T=1$ µm gives $0.95^2=0.9025$. Both common errors turn a perfect line into another perfect line, so $\chi^2$ cannot detect them. The two example fits have $\chi^2\approx2.5$ for 4 degrees of freedom, which says nothing about either error.

With independent common errors of standard deviations $u_W$ and $\sigma_\delta$, the total is

$$u^2=u_{\rm fit}^2+u_W^2+\left(\frac{\sigma_\delta}{L_T}\right)^2 .$$

With $u_W=1\%$ and $\sigma_\delta=0.05$ µm, the first fit has a total of 8.5% of its fitted $\rho_c$, and the second has 55%.

## Amplification and its sources

The line value at $-L_T$ can be written as $\sum_ih_iy_i$, with

$$h_i=w_i\left[\frac1S-\frac{(\bar d+L_T)(d_i-\bar d)}{Q}\right].$$

Each independent source contributes $\sqrt{\sum_ih_i^2v_i}/(BL_T)$, where $v_i$ is its term in $\sigma_i^2$. At the true parameters, the contributions in percent of $\rho_c$ are:

| $L_T$ (µm) | $R$ | local $W$ | local $d$ | common $W$ | common $d$ |
|---|---|---|---|---|---|
| 1 | 1.94 | 5.14 | 4.85 | 1.00 | 5.00 |
| 0.1 | 18.7 | 41.4 | 46.8 | 1.0 | 50.0 |

A local width error of 0.5% is amplified about 10 times at 1 µm and 83 times at 0.1 µm, whereas a common width error has gain 1. The reason lies in the signs of $h_i$. The sum $\sum_ih_iy_i=BL_T$ is a small difference of large terms. A common scale error multiplies the whole difference, whereas independent errors disturb the large terms separately.

As $L_T\to0$ with fixed geometry and input errors, the bracket in $u_{\rm fit}^2$ tends to a finite value and $u_{\rm fit}\propto1/L_T$. The formula gives 65% at 0.1 µm and 130% at 0.05 µm. The second figure is no longer a usable error bar, but it shows that linear propagation has failed.

The opposite limit is not free of trouble either. Suppose $L_T$ is much larger than all $n$ gaps, with contacts longer still. Then $y_i\approx2BL_T$, and local width errors give every point nearly the same $\sigma\approx2BL_Tu_w$. With $s^2$ the mean squared deviation of the gaps from their mean, $S=n/\sigma^2$ and $Q=ns^2/\sigma^2$, so

$$u_{\rm fit}\approx\frac{2u_w}{\sqrt n}\sqrt{1+\frac{(\bar d+L_T)^2}{s^2}}\approx\frac{2u_wL_T}{\sqrt n\,s}.$$

Here the slope is the weak quantity, because the resistance hardly changes from strip to strip. The gaps should therefore not all be much shorter than $L_T$. Shortening long gaps helps only in part. It reduces the local width term, which grows with $d$, but the resistance and gap errors are absolute. Alone they give every point the same $\sigma$, and for gaps long compared with $L_T$ they produce $u_{\rm fit}\approx\sigma\sqrt{1+\bar d^2/s^2}/(\sqrt n\,BL_T)$, which does not depend on the scale of the gaps. At $L_T=0.1$ µm, scaling all six gaps down tenfold, to between 5 and 40 times $L_T$, lowers the formula's $u_{\rm fit}$ from 65% to 45%. Scaling them down a hundredfold, to between 0.5 and 4 times $L_T$, raises it again to 60%.

Replicating every strip $m$ times with fresh independent errors multiplies $S$ and $Q$ by $m$ and divides $u_{\rm fit}$ by $\sqrt m$. It leaves the common terms alone. At $L_T=0.1$ µm the gap offset sets a floor of 50%, which more strips of the same lithography cannot lower. Measuring the offset can.

Weighting also matters. At $L_T=1$ µm the total error is 8.9% with weights and 10.7% without, because an unweighted fit gives the long gaps too much influence.

## When the linear error bar fails

Let the estimated intercept be Gaussian about the true $A$ with variance

$$\sigma_A^2=\frac1S+\frac{\bar d^2}{Q}+(B\sigma_\delta)^2 .$$

The first two terms are the variance of $c-B\bar d$, and the third comes from the common offset. The common width scale is left out because it cannot change the sign of $A$. Two consequences follow if the much smaller relative error of the slope is neglected.

First, the probability of a non-positive intercept is $\Phi(-A/\sigma_A)$, with $\Phi$ the cumulative normal distribution. This estimate is 0.7% at $L_T=0.1$ µm and 11% at 0.05 µm; random sampling gives 0.8% and 11%. Since $A^2$ is positive for either sign, $A^2/(4B)$ would present such a failed extrapolation as a normal resistivity. The remedy is to carry the signed quantity

$$\tilde\rho=\mathrm{sign}(A)\,\frac{A^2}{4B}.$$

A negative $\tilde\rho$ is not a physical resistivity. It records that the data do not resolve the contact.

Second, the mean of the squared estimate is $A^2+\sigma_A^2$, so the average of $A^2/(4B)$ is too large by the factor $1+(\sigma_A/A)^2$. At $L_T=0.1$ µm this predicts 1.17, and sampling also gives 1.17. Averaging resistivities from many test structures does not remove this bias. Averaging intercepts before squaring removes the part that is independent between structures.

## The bootstrap

With six points, resampling the points themselves would leave out the shortest gap, which does most to determine the intercept, in $(5/6)^6\approx33\%$ of the resamples. Since the input errors are specified, a parametric bootstrap is used:

1. Fit the measured data with iterated weights to obtain $A$ and $B$.
2. Treat this line, with the measured gaps and widths, as the truth and compute the resistances.
3. Draw new independent errors for every resistance, width and gap, and one common width scale and one common gap offset for the whole set.
4. Refit the synthetic data, including the weights, and store $\tilde\rho$.
5. Repeat many times and take the 2.5th and 97.5th percentiles as a 95% interval.

If the lower end is zero or negative, report an upper limit, taken from a one-sided percentile chosen for that purpose. This choice is made after seeing the data, and it favors low estimates, which are also the ones whose upper limits can fall below the truth. Among the limits actually reported, the coverage can therefore be far lower than the nominal value. In the Gaussian estimate, a limit is reported when the fitted intercept is below $1.96\,\sigma_A$, and a one-sided 95% limit misses the truth when the fitted intercept is below $A-1.645\,\sigma_A$. At $L_T=0.1$ µm, where $A/\sigma_A=2.44$, these happen in 32% and 5% of experiments, so only about 84% of the reported limits cover the truth. For $A/\sigma_A>3.6$ limits are rarely reported, but in this estimate all of them lie below the truth.

For the two example fits, in $\Omega\,\mathrm{m^2}$:

| true $\rho_c$ | fitted | linear 95% | bootstrap 95% |
|---|---|---|---|
| $1.0\times10^{-10}$ | $1.1\times10^{-10}$ | 0.92 to $1.29\times10^{-10}$ | 0.93 to $1.30\times10^{-10}$ |
| $1.0\times10^{-12}$ | $2.2\times10^{-12}$ | $-0.2$ to $4.6\times10^{-12}$ | 0.5 to $5.3\times10^{-12}$ |

The fitted values are $1.1\times10^{-6}$ and $2.2\times10^{-8}\ \Omega\,\mathrm{cm^2}$. For the first contact the methods agree. For the second, the bootstrap interval is asymmetric and spans a factor of about 11. It excludes zero, so the contact is detected, but its resistivity is known only to order of magnitude.

The second fit also shows why a quoted relative error can flatter a bad value. Its 55% is evaluated at the fitted $L_T=0.15$ µm. At the true 0.1 µm the formula gives 82%. An upward fluctuation of the intercept increases the denominator of $u$ and makes the result look more precise.

The linear interval suffers mainly from downward fluctuations. For small $A$, $u\approx2\sigma_A/\hat A$, where $\hat A$ is the estimate. The half-width of the interval is $1.96\,u$ times the fitted resistivity $\hat A^2/(4B)$, so it is proportional to $\hat A$ and shrinks when the intercept comes out low. For positive $\hat A$, the 95% interval contains the truth when

$$|\hat A^2-A^2|\le2(1.96)\,\sigma_A\hat A .$$

At $L_T=0.1$ µm the bias factor 1.168 implies $A/\sigma_A=1/\sqrt{0.168}=2.44$. With $z=\hat A/\sigma_A$, the edges of the condition solve $z^2\pm3.92z-2.44^2=0$, whose positive roots are 1.17 and 5.09. These lie 1.27 below and 2.65 above the true 2.44, with Gaussian tail probabilities of about 10.2% and 0.4%. The expected coverage is therefore 89.4%. Repeated simulated experiments give 89.5% for the linear interval and 94.5% for the bootstrap. Nearly all the linear failures are low estimates with intervals that are too short.

At $L_T=1$ µm the coverages are 94.3% and 93.9%, so the bootstrap has no advantage there. It also inherits its inputs. A wrong $\sigma_\delta$ makes the interval too narrow or too wide. Correlation between the local width errors can make the true error smaller or larger than assumed: a part shared equally by all strips has gain 1, whereas a relative width error $kd$ that grows with the gap turns the line into the curve $(A+Bd)(1+kd)=A+(B+Ak)d+Bkd^2$, and a straight line fitted to this curve has the wrong intercept. Short contacts or an altered sheet under the metal shift the result. The percentiles give no sign of any of this. The numerical output lists the full data, the fits and the dependence on transfer length.

## Values computed for the example and the checks

```
Sheet resistance 100 ohm/sq; width 100 um; contact length 50 um
Nominal gaps (um): 5 10 15 20 30 40
Independent errors: R 0.02 ohm, width 0.5 %, gap 0.05 um
Common errors: width 1.0 %, gap 0.05 um
Long-contact overestimate at Lc/LT=2: 7.60 %
Data: gap um, width um, R ohm (LT=1 um), R ohm (LT=0.1 um)
    4.89  100.14   7.000   5.200
    9.93  100.78  12.006  10.206
   14.97   99.86  16.995  15.195
   19.87   99.79  21.982  20.182
   29.91  100.35  31.991  30.191
   39.84  100.28  41.980  40.180
Fit for true LT=1 um, true rho_c=1.000e-10 ohm m^2
  A=210.35 ohm um, B=100.107 ohm, LT=1.0506 um
  centroid=11.996 um, 1/sqrt(S)=4.029 ohm um, sigma_B=0.4683 ohm
  chi2=2.48 for 4 degrees of freedom
  signed rho_c=1.105e-10 ohm m^2 = 1.105e-06 ohm cm^2
  relative error: fit 6.96 %, total 8.49 %
  linear 95 %: 9.212e-11 to 1.289e-10 ohm m^2
  bootstrap 95 %: 9.290e-11 to 1.299e-10 ohm m^2
  bootstrap fraction A<=0: 0.00 %
Fit for true LT=0.1 um, true rho_c=1.000e-12 ohm m^2
  A=29.94 ohm um, B=100.104 ohm, LT=0.1496 um
  centroid=11.887 um, 1/sqrt(S)=3.746 ohm um, sigma_B=0.4429 ohm
  chi2=2.45 for 4 degrees of freedom
  signed rho_c=2.239e-12 ohm m^2 = 2.239e-08 ohm cm^2
  relative error: fit 43.52 %, total 54.89 %
  linear 95 %: -1.697e-13 to 4.648e-12 ohm m^2
  bootstrap 95 %: 4.692e-13 to 5.303e-12 ohm m^2
  bootstrap fraction A<=0: 0.01 %
Error budget (%): LT um, R, local width, gap, common width, offset
   1.0    1.94    5.14    4.85    1.00    5.00
   0.1   18.72   41.39   46.80    1.00   50.00
LT um | fit % | total % | local-width gain | A<=0 % | 95 % rho/true
  5.00    2.42    2.80    4.24   0.00   0.946   1.056
  2.00    4.17    4.97    6.37   0.00   0.906   1.100
  1.00    7.32    8.92   10.28   0.00   0.832   1.182
  0.50   13.73   17.01   18.28   0.00   0.694   1.363
  0.20   33.03   41.43   42.44   0.00   0.356   1.975
  0.10   65.22   82.19   82.78   0.77   0.037   3.273
  0.05  129.62  163.72  163.48  11.36  -0.371   6.737
LT=1 um total error, weighted: theory 8.92 %, sampled 8.98 %
LT=1 um total error, unweighted: theory 10.68 %, sampled 10.76 %
Gap offset +0.1 um at LT=1 um: rho ratio 0.9025
LT=0.1 um mean rho/true: sampled 1.172, theory 1.168
Coverage LT=1 um: bootstrap 93.9 %, linear 94.3 %
Coverage LT=0.1 um: bootstrap 94.5 %, linear 89.5 %
```
